# Adjoint Gradient of a Partially Coherent Image for All Mask Pixels

Let a periodic square mask cell of side $L$ contain $N=n^2$ square pixels of side $p=L/n$. Pixel $j$ has centre $\mathbf x_j$ and amplitude transmission $t_j$, where $|t_j|^2$ is the transmitted intensity relative to a clear area. All lengths are measured at wafer scale, so magnification does not appear. The mask is thin: it multiplies the incident field by its transmission, whatever the angle of incidence. Light is treated as a scalar field. The image intensity $I_x$ is sampled at the pixel centres, in units of the intensity of an open frame.

For vectors on the pixel grid the inner product is $\langle u,v\rangle=\sum_j u_j^*v_j$, and a dagger denotes the adjoint with respect to it. The discrete Fourier transform and its inverse are

$$
\hat t_f=(Ft)_f=\frac1N\sum_j t_j e^{-2\pi i\mathbf f\cdot\mathbf x_j},
\qquad
(F^{-1}c)_x=\sum_f c_f e^{2\pi i\mathbf f\cdot\mathbf x}.
$$

The quantity to be differentiated is one real number $J$, a differentiable function of the intensities. We want its derivatives with respect to all $N$ transmissions. The restriction to one number matters: the full table of derivatives $\partial I_x/\partial t_j$ has $N^2$ entries and cannot be written down at the cost of a few images when $N$ is large.

**The image as a sum of coherent images.** An extended source is replaced by $S$ mutually incoherent points with weights $w_s\ge0$, $\sum_s w_s=1$. Point $s$ illuminates the mask with the plane wave $e^{2\pi i\mathbf f_s\cdot\mathbf x}$. If $c_f$ is the Fourier coefficient of the mask, the order $\mathbf f$ leaves the mask with spatial frequency $\mathbf f+\mathbf f_s$ and is multiplied by the pupil function $P(\mathbf f+\mathbf f_s)$. The image field is therefore

$$
e^{2\pi i\mathbf f_s\cdot\mathbf x}\sum_f P(\mathbf f+\mathbf f_s)c_f e^{2\pi i\mathbf f\cdot\mathbf x}.
$$

The prefactor has modulus one and drops out of the intensity. For a lens of numerical aperture NA in air, with wavelength $\lambda$ and defocus $z$, we take

$$
P(\mathbf q)=\exp\!\left[\frac{2\pi i z}{\lambda}\left(\sqrt{1-\lambda^2q^2}-1\right)\right]
\quad(\lambda q\le \mathrm{NA}),
$$

and $P=0$ outside the aperture.

The coefficients $c_f$ belong to a mask of uniform squares, not of points. In one dimension, integration over a pixel centred at $x_j$ gives

$$
\frac1L\int_{x_j-p/2}^{x_j+p/2}e^{-2\pi i f x}\,dx
=\frac pL\,e^{-2\pi i f x_j}\frac{\sin(\pi fp)}{\pi fp}.
$$

Since $p/L=1/n$, the two-dimensional coefficient is $c_f=\hat t_f\,\mathrm{sinc}(pf_x)\,\mathrm{sinc}(pf_y)$, with $\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$. Absorbing the weight as well, define

$$
H_s(\mathbf f)=\sqrt{w_s}\,P(\mathbf f+\mathbf f_s)\,\mathrm{sinc}(pf_x)\,\mathrm{sinc}(pf_y),
\qquad A_s=F^{-1}\mathrm{diag}(H_s)F .
$$

The image is then

$$
I_x=\sum_{s=1}^{S}|E_{s,x}|^2,\qquad E_s=A_st. \tag{1}
$$

The grid must hold every order that the lens passes. These satisfy $|\mathbf f|\le(1+\sigma)\mathrm{NA}/\lambda$, where $\sigma$ is the largest source radius divided by the pupil radius, and the grid reaches $1/(2p)$ along each axis.

Doing the source sum first gives the Hopkins form,

$$
I_x=\sum_{f,f'}\Big[\sum_s w_sP(\mathbf f+\mathbf f_s)P^*(\mathbf f'+\mathbf f_s)\Big]
c_fc_{f'}^*e^{2\pi i(\mathbf f-\mathbf f')\cdot\mathbf x}.
$$

It follows from writing out $|E_s|^2$ as a product of two Fourier sums. It describes the same image, and it provides a check on the transforms and the pixel factors.

**From a change of mask to a change of objective.** Replace $t$ by $t+\delta t$. Because $A_s$ is linear,

$$
|A_s(t+\delta t)|^2=|E_s|^2+2\,\mathrm{Re}\,[E_s^*(A_s\delta t)]+|A_s\delta t|^2. \tag{2}
$$

The last term is of second order, so the first-order change of the image is

$$
\delta I_x=2\,\mathrm{Re}\sum_sE_{s,x}^*(A_s\delta t)_x .
$$

The real part cannot be dropped: $I$ contains both $t$ and $t^*$ and is not an analytic function of a complex $t$.

Let $g_x=\partial J/\partial I_x$, which is real. Then

$$
\delta J=\sum_xg_x\,\delta I_x
=2\,\mathrm{Re}\sum_s\sum_x(g_xE_{s,x})^*(A_s\delta t)_x
=2\,\mathrm{Re}\sum_s\langle gE_s,A_s\delta t\rangle .
$$

In this form each trial change $\delta t$ has to be imaged. The definition of the adjoint, $\langle u,Av\rangle=\langle A^\dagger u,v\rangle$, moves the operator away from $\delta t$:

$$
\delta J=2\,\mathrm{Re}\sum_jG_j^*\,\delta t_j,\qquad
G=\sum_sA_s^\dagger(gE_s). \tag{3}
$$

The vector $G$ does not depend on $\delta t$. Once it is known, every first-order change of $J$ is an inner product with it.

To find $A_s^\dagger$, take the conjugate transposes of the two transforms. The matrix of $F$ has elements $N^{-1}e^{-2\pi i\mathbf f\cdot\mathbf x_j}$ and that of $F^{-1}$ has elements $e^{2\pi i\mathbf f\cdot\mathbf x}$. Hence $F^\dagger=N^{-1}F^{-1}$ and $(F^{-1})^\dagger=NF$. The order of factors reverses under the adjoint, and the factors of $N$ cancel:

$$
A_s^\dagger=F^\dagger\,\mathrm{diag}(H_s^*)\,(F^{-1})^\dagger
=F^{-1}\mathrm{diag}(H_s^*)F. \tag{4}
$$

Thus the coherent field is weighted by the sensitivity $g$ and sent back through the lens with the pupil phase reversed. In focus, without aberrations, $H_s$ is real and $A_s^\dagger=A_s$. With defocus the conjugate has to be kept.

For real transmissions, $\delta t_j$ is real and (3) gives

$$
\frac{\partial J}{\partial t_j}=2\,\mathrm{Re}\,G_j. \tag{5}
$$

For a complex transmission $t_j=a_j+ib_j$, a change of $b_j$ gives $\delta t_j=i\,\delta b_j$. Since $\mathrm{Re}(iG_j^*)=\mathrm{Im}\,G_j$, the two derivatives are $\partial J/\partial a_j=2\,\mathrm{Re}\,G_j$ and $\partial J/\partial b_j=2\,\mathrm{Im}\,G_j$. If the mask is described by other real parameters $\theta_m$, the chain rule gives $\partial J/\partial\theta_m=2\,\mathrm{Re}\sum_jG_j^*\,\partial t_j/\partial\theta_m$.

**Limits that show what the gradient contains.** Choose $\delta t=\epsilon t$ with real $\epsilon$. Then $\delta J=2\epsilon\,\mathrm{Re}\,\langle G,t\rangle$, and by (3)

$$
\langle G,t\rangle=\sum_s\langle gE_s,A_st\rangle=\sum_xg_xI_x .
$$

This is the correct response to dose: scaling the amplitude by $1+\epsilon$ scales the intensity by $1+2\epsilon$ to first order. The inner product is real, so the choice $\delta t=i\epsilon t$, a common phase shift of the whole mask, gives $\delta J=0$, as it must.

If the mask is completely opaque, $t=0$, then all $E_s$ vanish and $G=0$. This is a stationary point even when the target asks for openings, so a gradient search cannot start there.

Now suppose that light from different mask pixels were mutually incoherent, with $I_x=\sum_jh_{xj}|t_j|^2$ and $h_{xj}\ge0$. Varying $t_j$ gives $\delta I_x=2\,\mathrm{Re}\sum_jh_{xj}t_j^*\delta t_j$, and comparison with (3) gives

$$
G_j=t_j\sum_xh_{xj}g_x .
$$

An opaque pixel would then have zero derivative whatever its neighbours did. In the partially coherent case the derivative at $t_j=0$ can be nonzero, because a small amplitude from that pixel interferes with light from other pixels.

**The count of operations.** Evaluating (1) takes one transform of the mask and $S$ inverse transforms, $S+1$ in all. If the fields $E_s$ are stored, the backward pass needs $S$ transforms of $gE_s$. The return to the pixel grid is linear, so the source sum can be done before it:

$$
G=F^{-1}\Big[\sum_sH_s^*\,F(gE_s)\Big]. \tag{6}
$$

One inverse transform therefore suffices. The objective and its complete gradient take

$$
(S+1)+(S+1)=2(S+1)
$$

transforms, twice the count for one image. Neither $N$ nor the number of mask parameters enters this ratio. The cost itself does grow with the grid, as $SN\log N$, but the image grows in the same way.

Storing the fields takes $SN$ complex numbers. If memory is short, each field can be recomputed from the saved $\hat t$ during the backward pass. This adds $S$ transforms, and the ratio becomes

$$
\frac{3S+2}{S+1}=3-\frac1{S+1}<3 .
$$

One-sided differences, by comparison, need $N+1$ images. They can be made cheaper, since changing one pixel adds a known response to each field and no new transform is needed. Even so, updating $S$ fields on $N$ points for each of $N$ pixels takes of order $SN^2$ operations, against $SN\log N$ for (6).

A sum of objectives over $Q$ focus settings is still one number. With $S$ source points per setting, the images take $1+QS$ transforms, since $\hat t$ is shared. The backward pass also takes $QS+1$, since all contributions can be added in frequency space. The factor of two survives. If the $Q$ gradients are wanted separately, each needs its own final inverse transform. For $K$ unrelated objectives of the same image, the stored fields can be reused, but there are $K$ backward passes and the cost grows with $K$.

**A resist objective.** A smooth threshold model turns intensity into a printed pattern:

$$
Z_x=\frac1{1+e^{-a(I_x-I_{\rm th})}},\qquad
J=\frac1N\sum_x(Z_x-T_x)^2,
$$

where $T_x$ is one inside a desired opening and zero elsewhere. Differentiating the first expression gives $dZ/dI=aZ(1-Z)$, so

$$
g_x=\frac{2a}{N}(Z_x-T_x)Z_x(1-Z_x). \tag{7}
$$

The factor $Z(1-Z)$ is largest at the threshold, where it equals $1/4$, and tends to zero far from it. A point that is badly wrong can therefore have a small influence on the gradient. A discontinuous threshold would be worse: its derivative is zero away from the threshold and undefined at it. Resist diffusion, polarization, mask topography and the radiometric amplitude factor of a reduction lens are absent from this model, and the gradient knows nothing of them. At a numerical aperture as high as the 0.85 used below, scalar imaging is only an approximation, so the example illustrates the differentiation and does not predict a real exposure.

**Worked example.** Take $\lambda=193$ nm, $\mathrm{NA}=0.85$, $z=60$ nm and an annular source between 0.5 and 0.8 of the pupil radius, represented by $S=36$ equal points. The cell has side 640 nm and pixels of 20 nm, so $N=(640/20)^2=1024$. The target is a slot beside a square opening. The mask is an attenuated phase-shifting mask: openings have $t=1$ and the background has $t=-0.2449$, hence a background intensity $0.2449^2=0.06$. The resist has $I_{\rm th}=0.30$ and $a=25$. These are round model parameters.

The highest passed order lies within $1.8\times0.85/193=0.0079\ \mathrm{nm^{-1}}$, well inside the grid limit $1/(2\times20)=0.025\ \mathrm{nm^{-1}}$. At the six image points compared, the sum (1) and the Hopkins sum, with mask coefficients integrated pixel by pixel, differ by no more than $3\times10^{-16}$ of the open-frame intensity.

For the uncorrected mask $J=0.0687$. Its 1024 derivatives from (5) were tested against central differences. The norm of the discrepancy is $1\times10^{-10}$ of the norm of the difference gradient. Replacing $H_s^*$ by $H_s$ in (6) produces a relative error of 0.25 at this defocus, so the conjugate is a substantial part of the answer. A separate test with a complex mask and a complex direction of change confirms (3).

One image takes $36+1=37$ transforms, and the objective with its gradient takes $2\times37=74$. Recomputing the fields raises this to $3\times36+2=110$, or 2.97 images, while the storage for coherent fields falls from 576 KiB to 16 KiB. Central differences took $2\times1024\times37=75\,776$ transforms, which is 1024 times the adjoint count.

Run time also includes multiplications, sums and memory traffic. The measured ratio of gradient time to image time was 2.5 for 1024 and for 4096 pixels, and 1.9 for 16 384 pixels. These values depend on the machine and the run. They show no growth with $N$ over this range, but they are not a measurement of the factor two, which refers to transforms.

The pixel with the largest derivative in magnitude lies in the square opening and has $\partial J/\partial t=-3.20\times10^{-3}$. The negative sign means that removing light there raises $J$. Changing this pixel from open to background is a step of $-0.2449-1=-1.2449$, and the linear prediction is

$$
\Delta J\simeq(-3.20\times10^{-3})(-1.2449)=3.98\times10^{-3}.
$$

The actual change is $4.01\times10^{-3}$, so the prediction is low by about 0.6% of the actual change. This good agreement belongs to one pixel. The neglected terms include the quadratic term in (2) and the curvature of $J[I]$, and for many simultaneous flips they contain cross terms between pixels. For a small step $h$ in a fixed direction the remainder after the linear term should start as $h^2$. Halving the step in a random direction reduced it by a factor of 4.001, as expected.

**Fewer coherent images.** The number $S$ can be reduced without returning to a different theory. Arrange the functions $H_s(\mathbf f)$ as the rows of a matrix and take its singular value decomposition,

$$
H_s(\mathbf f)=\sum_kU_{sk}\,\kappa_k(\mathbf f),\qquad
\kappa_k(\mathbf f)=\sigma_kV^*_{fk},
$$

with $\sigma_1\ge\sigma_2\ge\dots$ and orthonormal columns in $U$ and $V$. Let $B_k=F^{-1}(\kappa_k\hat t)$. Then $E_s=\sum_kU_{sk}B_k$, and

$$
\sum_s|E_s|^2=\sum_{k,l}B_k^*B_l\sum_sU_{sk}^*U_{sl}=\sum_k|B_k|^2 .
$$

The full set of kernels gives the same image for every mask, and hence the same gradient. Keeping the first $K$ removes nonnegative terms, so the truncated image $I^{(K)}$ is nowhere brighter than the full one. With the present convention, Parseval's relation reads $N^{-1}\sum_x|B_k|^2=\sum_f|\kappa_k|^2|\hat t_f|^2$. The mean deficit is therefore

$$
\frac1N\sum_x\big(I_x-I_x^{(K)}\big)
=\sum_f|\hat t_f|^2\sum_{k>K}\sigma_k^2|V_{fk}|^2
\le\sigma_{K+1}^2\,\frac1N\sum_j|t_j|^2 .
$$

The inequality uses $\sigma_k\le\sigma_{K+1}$ for $k>K$, then $\sum_k|V_{fk}|^2\le1$, which holds because the columns of $V$ are orthonormal, and finally Parseval's relation for $t$.

With $K=10$, the gradient takes $2(10+1)=22$ transforms instead of 74, apart from the decomposition, which is done once for a fixed optical system. The mean deficit is 0.0041 of the open-frame intensity, and the bound is 0.039. The gradient changes by 1.5% in relative norm. The adjoint gives the derivative of the truncated model, and this difference is the effect of changing the model, not an error of differentiation.

The same distinction applies to the source. Replacing 36 source points by 128 changes the image by up to 0.044 of the open-frame intensity, which is $0.044/0.30\approx15\%$ of the resist threshold. At least one of the two images must therefore differ from that of the continuous annulus by about 0.022 or more, and this comparison alone does not tell which. Quantitative prediction would require refining the source until the image stops changing. The gradient of the 36-point model nevertheless agrees with differences to ten digits, because both refer to the same 36 points. With 128 points the gradient would take $2\times129=258$ transforms, still twice the count for the corresponding image.

**Using the gradient.** To correct the mask, each pixel is allowed any real transmission between $-0.2449$ and 1. A step is taken against the gradient, values outside the interval are set to its nearest end, and the step is shortened until $J$ falls sufficiently. After 40 such steps $J$ has dropped from 0.0687 to 0.0090, a ratio of 0.13. Comparing the intensity with the threshold, 90 of the 1024 pixels were on the wrong side before correction and 8 are afterwards.

The search cost the equivalent of 140 images. Forty gradients account for $40\times2=80$, and the remaining 60 are trial images used to choose the steps. A single central-difference gradient would have cost 2048 images.

The result is a relaxed design: 635 pixels have transmissions between the two end values, and a two-level mask does not provide them. Rounding them would be a finite change of many pixels at once, for which the linear estimate is not reliable, so the rounded mask would have to be imaged again. Nor does the decrease of $J$ establish a global minimum. The adjoint supplies the local slope for the stated model at a cost of two images; the choice of model, the manufacturing constraints and the search strategy remain separate questions. The computed values are collected in the numerical output below.

## Computed results

```
wavelength: 193 nm; NA: 0.85
defocus: 60 nm; pixel side: 20 nm
source radii / pupil radius: 0.5 to 0.8
cell side: 640 nm; mask pixels N: 1024
source points S: 36
background amplitude: -0.2449
resist threshold: 0.30; steepness: 25
image range: 0.0213 to 0.4711 (open frame = 1)
largest Abbe-Hopkins difference: 2.8e-16
initial objective J: 0.068699
adjoint vs differences, relative error: 9.5e-11
relative error without conjugate: 0.254
complex mask, adjoint derivative: 2.466714e-02
complex mask, difference derivative: 2.466714e-02
transforms, one image: 37
transforms, J and gradient, stored: 74
transforms, J and gradient, recomputed: 110
recomputed cost / image: 2.973
transforms, central differences: 75776
stored coherent fields: 576 KiB
one coherent field: 16 KiB
most influential pixel (x, y index): 22, 15
its transmission: 1.0000
its adjoint derivative: -3.199949e-03
its difference derivative: -3.199949e-03
its flip, change of transmission: -1.2449
its flip, predicted change of J: 3.9838e-03
its flip, actual change of J: 4.0076e-03
Taylor remainder ratio on halving step: 4.0009
kept kernels K: 10; transforms for gradient: 22
mean image deficit: 4.129e-03
bound on mean deficit: 3.871e-02
relative gradient change by truncation: 0.0153
finer source, number of points: 128
finer source, largest image change: 0.0438
N=1024: image 1.12 ms, gradient 2.78 ms, ratio 2.48
N=4096: image 5.99 ms, gradient 15.14 ms, ratio 2.53
N=16384: image 31.56 ms, gradient 60.14 ms, ratio 1.91
J after 40 descent steps: 0.008958; ratio: 0.130
wrongly printed pixels before: 90
wrongly printed pixels after: 8
pixels with intermediate transmission: 635
descent cost: 140 images
```
